\section*{Dose for Zero Net Acid with a Photodecomposable Quencher}

\section*{Question}

A chemically amplified resist contains an acid generator and a quencher. Light converts generator molecules into strong acid. During the bake that follows exposure, each active quencher molecule neutralises one acid molecule, and the acid left over drives the chemistry that makes the resist soluble.

All densities are measured in units of the initial generator density. The initial quencher density is then the loading ratio $q$. Let $E$ be the local exposure dose (energy per area) and $C$ the Dill photolysis constant of the generator, so that the fraction of generator decomposed by a small dose $dE$ is $C\,dE$. The dimensionless dose is $x=CE$. Write $G$, $Q$ and $A$ for the densities of generator, active quencher and strong acid, and define the net acid as
\begin{equation}
N=A-Q .
\end{equation}
Two films are compared at the same $q$ and $C$. In the first the quencher is stable under light. In the second it is photodecomposable: it photolyses with the same constant $C$, and each photolysed molecule loses its quenching power without releasing strong acid. Except in part (d), neutralisation takes place after exposure. It is complete throughout. Densities are local averages over many molecules.

\section*{(a) The stable quencher}

\textit{Find the dose at which the net acid is zero. For which loadings does it exist?}

\medskip\noindent\textbf{Answer.} The definition of $C$ gives $dG/dx=-G$ with $G(0)=1$, so $G=e^{-x}$. Each generator molecule lost becomes one acid molecule, hence $A=1-e^{-x}$. The quencher stays at $Q=q$, and
\begin{equation}
N_{\rm s}=1-e^{-x}-q .
\end{equation}
Neutralisation removes one unit from both $A$ and $Q$, so it does not alter $N$, which can therefore be counted before the bake. Setting $N_{\rm s}=0$ gives $e^{-x}=1-q$, or
\begin{equation}
x_{\rm s}=-\ln(1-q),\qquad E_{\rm s}=\frac{x_{\rm s}}{C}.
\end{equation}
A finite positive dose requires $0<q<1$. As $q\to1$ the dose diverges, because the whole generator supply is needed to balance the quencher.

\section*{(b) The photodecomposable quencher}

\textit{Show that for $q=0.4$ the photodecomposable quencher lowers the dose for zero net acid by about 34 percent.}

\medskip\noindent\textbf{Answer.} The acid density is again $1-e^{-x}$, but now $dQ/dx=-Q$ with $Q(0)=q$, so $Q=qe^{-x}$. Therefore
\begin{equation}
N_{\rm p}=1-e^{-x}-qe^{-x}=1-(1+q)e^{-x}. \label{eq:np}
\end{equation}
This vanishes when $e^{-x}=1/(1+q)$, that is, at
\begin{equation}
x_{\rm p}=\ln(1+q),\qquad E_{\rm p}=\frac{x_{\rm p}}{C}.
\end{equation}
The fractional saving in dose, relative to the stable film, is
\begin{equation}
S=1-\frac{E_{\rm p}}{E_{\rm s}}=1+\frac{\ln(1+q)}{\ln(1-q)} .
\end{equation}
The common constant $C$ has cancelled. For $q=0.4$,
\begin{equation}
x_{\rm s}=-\ln0.6=0.5108,\qquad x_{\rm p}=\ln1.4=0.3365,
\end{equation}
so the dose ratio is $0.3365/0.5108=0.6587$ and $S=34.1$ percent.

\section*{(c) Limits and contrast}

\textit{Expand $S$ to second order in $q$. Find the net acid in the photodecomposable film at the threshold dose of the stable film, and compare the slopes of $N$ at the two thresholds.}

\medskip\noindent\textbf{Answer.} The logarithmic series give
\begin{equation}
\frac{x_{\rm p}}{x_{\rm s}}
=\frac{q-q^2/2+q^3/3-\cdots}{q+q^2/2+q^3/3+\cdots}
=\frac{1-q/2+q^2/3-\cdots}{1+q/2+q^2/3+\cdots}.
\end{equation}
To second order the reciprocal of the denominator is $1-q/2-q^2/3+q^2/4=1-q/2-q^2/12$. Multiplying by the numerator, the coefficient of $q$ is $-1$ and that of $q^2$ is $1/3+1/4-1/12=1/2$. Hence
\begin{equation}
S=q-\frac{q^2}{2}+O(q^3).
\end{equation}
At $q=0.4$ the two terms give 32 percent, close to the full value. For light loading the saving is thus roughly the loading ratio itself. In the opposite limit, $q\to1$, $x_{\rm s}$ diverges while $x_{\rm p}\to\ln2$, and $S\to1$.

At the stable threshold $e^{-x}=1-q$. Inserting this into (\ref{eq:np}) gives
\begin{equation}
N_{\rm p}(x_{\rm s})=1-(1+q)(1-q)=q^2=0.16 .
\end{equation}
The reason is a simple count: at this dose a fraction $q$ of all photosensitive molecules has decomposed, so an amount $q\times q$ of quencher has gone.

The slopes at the respective thresholds are
\begin{equation}
\frac{dN_{\rm s}}{dx}=e^{-x_{\rm s}}=1-q=0.6,\qquad
\frac{dN_{\rm p}}{dx}=(1+q)e^{-x_{\rm p}}=1 .
\end{equation}
At an image edge the relevant quantity is the response to a relative change of dose, $x\,dN/dx$. It is $0.5108\times0.6=0.3065$ for the stable film and $0.3365\times1=0.3365$ for the other. For $q=0.4$ in both films, and with each film at its own threshold, the gain in this measure of contrast is about 10 percent, much less than the bare slopes suggest. This figure belongs to equal loading at $q=0.4$; at $q=0.7$ it is 47 percent. If instead the photodecomposable loading is raised to $q/(1-q)=0.667$, so that both films share the threshold $x=0.5108$, the factor $x$ cancels and the gain is the full slope ratio $1/0.6$, or 67 percent.

\section*{(d) Neutralisation during exposure}

\textit{Suppose that acid and quencher already react during exposure, at a rate $R$ per unit $x$. Find the threshold of the photodecomposable film if (i) the neutralised quencher becomes a new generator molecule with the same $C$, and (ii) it becomes inert and the reaction is instantaneous.}

\medskip\noindent\textbf{Answer.} Case (i) describes an onium salt of a weak acid. The strong acid gives its proton to the weak acid's anion, and the onium cation is left paired with the strong acid's anion. That pair is a generator salt. The rate equations are
\begin{equation}
\frac{dG}{dx}=-G+R,\qquad \frac{dQ}{dx}=-Q-R,\qquad \frac{dA}{dx}=G-R .
\end{equation}
Subtracting the second from the third, and adding the first two, gives
\begin{equation}
\frac{dN}{dx}=G+Q,\qquad \frac{d(G+Q)}{dx}=-(G+Q).
\end{equation}
The rate $R$ has dropped out of both. Since $G+Q=1+q$ at $x=0$, it follows that $G+Q=(1+q)e^{-x}$. Integrating from $N(0)=-q$,
\begin{equation}
N=-q+(1+q)(1-e^{-x})=1-(1+q)e^{-x},
\end{equation}
which is (\ref{eq:np}) again. The threshold does not depend on when neutralisation occurs.

In case (ii) no generator is returned, so $G=e^{-x}$. While quencher remains, instantaneous reaction keeps $A=0$, which requires $R=G=e^{-x}$. Then
\begin{equation}
\frac{dQ}{dx}=-Q-e^{-x}
\quad\Longrightarrow\quad
\frac{d}{dx}\left(Qe^{x}\right)=-1
\quad\Longrightarrow\quad
Q=(q-x)e^{-x}.
\end{equation}
The quencher is used up at $x=q=0.4$. For a stable quencher with an inert product, $dN/dx=(G-R)+R=G$, so its threshold remains $0.5108$. The saving falls to $1-0.4/0.5108=21.7$ percent. Acid has consumed quencher molecules that light could otherwise have removed without spending acid.

\section*{(e) Unequal photolysis constants}

\textit{Let the quencher's constant be $rC$, with neutralisation after exposure. Find the saving for $q=0.4$ when $r=1/2$ and when $r=2$.}

\medskip\noindent\textbf{Answer.} Now $Q=qe^{-rx}$, and the threshold condition is
\begin{equation}
1-e^{-x}=qe^{-rx}.
\end{equation}
For $r=1/2$ put $u=e^{-x/2}$. The condition becomes $u^2+qu-1=0$. Since $u$ is positive, the root with the positive sign applies:
\begin{equation}
x=-2\ln\frac{-q+\sqrt{q^2+4}}{2}=0.3974 .
\end{equation}
For $r=2$ put $v=e^{-x}$. Then $qv^2+v-1=0$, and the positive root gives
\begin{equation}
x=-\ln\frac{-1+\sqrt{1+4q}}{2q}=0.2671 .
\end{equation}
Relative to $x_{\rm s}=0.5108$ the savings are 22.2 and 47.7 percent. The figure of 34 percent therefore belongs to equal constants. As $r\to0$ the quencher becomes stable and the saving vanishes.

\section*{(f) A 193 nm resist film}

\textit{A large open area is exposed at 193 nm. Take $C=0.04$ cm$^2$/mJ, film thickness $d=100$ nm, absorption coefficient $\alpha=1.5$ $\mu$m$^{-1}$ with the stable quencher, generator density $n_0=0.06$ nm$^{-3}$, and quantum yield $\phi=0.3$ for photolysis. Find the threshold doses. Then estimate how absorption and a bottom reflectivity of 0.5 percent affect the comparison.}

\medskip\noindent\textbf{Answer.} The local threshold doses are
\begin{equation}
E_{\rm s}=\frac{0.5108}{0.04}=12.8\ {\rm mJ/cm^2},\qquad
E_{\rm p}=\frac{0.3365}{0.04}=8.4\ {\rm mJ/cm^2},
\end{equation}
or 7.97 and 5.25 eV/\AA$^2$.

The film bottom receives less light than the top. Moreover, an onium quencher absorbs light itself. Let $\sigma$ be the absorption cross-section of one onium molecule. A small dose $dE$ brings $dE/h\nu$ photons per area, so the fraction of the molecules that it photolyses is $\phi\sigma\,dE/h\nu$. This must equal $C\,dE$, hence
\begin{equation}
\sigma=\frac{C\,h\nu}{\phi}=1.37\ \text{\AA}^2
\end{equation}
for the photon energy $h\nu=6.42$ eV. If the quencher has the same $\sigma$ and $\phi$, and the stable quencher that it replaces absorbs negligibly, it adds
\begin{equation}
\Delta\alpha=q\,n_0\,\sigma
=0.4\times0.06\times0.0137\ {\rm nm^{-1}}
=0.33\ \mu{\rm m}^{-1}.
\end{equation}
Suppose that the photoproducts absorb as strongly as the original molecules, so that $\alpha$ stays constant during exposure. With surface reflection left out, the incident doses that bring the bottom to threshold are
\begin{align}
E_{\rm s}e^{\alpha d}&=12.77\,e^{0.150}=14.8\ {\rm mJ/cm^2},\\
E_{\rm p}e^{(\alpha+\Delta\alpha)d}&=8.41\,e^{0.183}=10.1\ {\rm mJ/cm^2}.
\end{align}
The saving at the bottom is 31.9 percent: the added absorption costs about two percentage points.

A reflected wave of relative amplitude $\rho=\sqrt{0.005}$ interferes with the incident wave. Near the film bottom, before absorption weakens the reflected wave, the intensity relative to that of the incident wave alone varies between $(1+\rho)^2$ and $(1-\rho)^2$, so its relative swing about the midpoint is
\begin{equation}
\frac{(1+\rho)^2-(1-\rho)^2}{(1+\rho)^2+(1-\rho)^2}=\frac{2\rho}{1+\rho^2}=14.1\ \text{percent}.
\end{equation}
This is an upper value, since maximum and minimum lie at different depths. For a refractive index of 1.7, absorption lowers the swing over the lowest standing-wave period to between 13.3 and 13.8 percent, depending on the phase of the reflection. The swing matters for each film. If both have the same refractive index and reflectivity, however, the intensity at a given depth is multiplied by nearly the same factor in both, and the ratio of their threshold doses there is almost unchanged. For the same complex reflection amplitude, and with surface reflection left out, the factors are equal at the film bottom; higher up they differ slightly, because the added absorption weakens the reflected wave a little more. For a refractive index of 1.7 the saving at a given depth shifts by about half a percentage point at most, surface reflection included.

The parameters are rough values for a resist of this kind, not data for a product. Equal constants are a reasonable first assumption when generator and quencher share the same light-absorbing cation, but they are not guaranteed. By part (e), a factor of two either way moves the saving to about 22 or 48 percent. Complete neutralisation also requires the quencher's parent acid to be much weaker than the strong acid. Finally, zero net acid marks the onset of available acid. The dose that clears the film is a different quantity, which depends on bake and development as well.

\section*{(g) Molecular statistics and diffusion}

\textit{For the film of part (f), estimate the spread of the threshold dose among cubes of edge 10 nm, if both species are placed at random. Then find how diffusion during the bake changes the saving at the quarter-pitch point of a line pattern.}

\medskip\noindent\textbf{Answer.} A cube holds on average $n=0.06\times10^3=60$ generators. Their number $k$ has a Poisson distribution, with variance equal to the mean. If each is converted with probability $p$, the variance of the number converted is the mean of $kp(1-p)$ plus the variance of $kp$, namely $np(1-p)+np^2=np$. It again equals the mean. The same holds for surviving quencher molecules. At threshold the mean numbers of acid and quencher are equal, and the variances of these independent numbers add:
\begin{align}
\text{stable:}\quad &\sqrt{2nq}=\sqrt{48}=6.93,\\
\text{photodecomposable:}\quad &\sqrt{2nq/(1+q)}=5.86 .
\end{align}
To first order, a count error is converted to a dose error by dividing by $n\,dN/dx$. The resulting estimates of the standard deviation, relative to each film's own threshold, are
\begin{equation}
\frac{6.93}{60\times0.6\times0.5108}=38\ \text{percent},\qquad
\frac{5.86}{60\times1\times0.3365}=29\ \text{percent}.
\end{equation}
Spreads this large strain the linear estimate. In the stable film about two cubes in 100\,000 hold fewer generators than quenchers and never reach threshold. Among the others a long tail towards high dose raises the standard deviation to about 42 percent, while that of the photodecomposable film stays near 29 percent. The spreads also depend on the chosen cube. They show that the 34 percent is a statement about averages, not about each region of 10 nm.

For diffusion, let acid and quencher have the same diffusivity $D$, and let $w$ be their local neutralisation rate per unit time. Then
\begin{equation}
\frac{\partial A}{\partial t}=D\nabla^2A-w,\qquad
\frac{\partial Q}{\partial t}=D\nabla^2Q-w
\quad\Longrightarrow\quad
\frac{\partial N}{\partial t}=D\nabla^2N .
\end{equation}
The net acid is blurred by a Gaussian of standard deviation $s=\sqrt{2Dt}$, whatever the reaction rate. In the open area of part (f) there is no lateral gradient to blur. In a pattern with local dose $x[1+m\cos(2\pi z/P)]$, the local dose at $z=P/4$ is $x$. A displacement $\xi$ from there changes the cosine to $-\sin(2\pi \xi/P)$, so blurring replaces $e^{-x}$ by $e^{-x}J$, with
\begin{equation}
J(x)=\left\langle e^{\,xm\sin(2\pi \xi/P)}\right\rangle
\simeq1+\frac{x^2m^2}{2}\left\langle\sin^2\frac{2\pi \xi}{P}\right\rangle .
\end{equation}
The linear term averages to zero because the Gaussian is even in $\xi$. The thresholds now satisfy $e^{-x}J=1-q$ and $e^{-x}J=1/(1+q)$. For $P=100$ nm, $m=0.6$ and $s=10$ nm, Gauss--Hermite quadrature of the full average and a numerical root search give $x=0.5243$ and $0.3422$. Both thresholds rise. The stable one rises more, since the correction grows as $x^2$ at leading order, and the saving becomes 34.7 percent. With unequal diffusivities the diffusion terms no longer combine into one equation for $N$, and this estimate does not apply.

Numbers in the example were calculated in double precision.
